Why a fixed-thickness liner amplifies line-width roughness

**Question.** A trench for a metal line is nominally 16 nm wide, and its width deviates locally by 1 nm. Before the metal is filled in, both sidewalls receive a conformal liner 3 nm thick that carries no current. The liner follows the walls and adds no roughness of its own. Why is the metal nevertheless rougher, relative to its width, than the trench, and how much resistance does the deviation cost?

**Answer.**

**The liner subtracts a constant**

Let x run along the line, and let the trench width be

W(x) = W₀ + d(x),

where W₀ is the nominal width and d(x) the deviation. Here d is a change of the total width, not of the position of each edge. The two walls are taken to move symmetrically about a straight centre line.

A liner of thickness t on each sidewall removes 2t from the width, wherever the trench happens to be wide or narrow. The metal width is therefore

w(x) = W(x) − 2t = (W₀ − 2t) + d(x) = w₀ + d(x), with w₀ = W₀ − 2t.

The deviation passes through unchanged, while the width to which it must be compared has shrunk. Dividing by w₀ and inserting a factor W₀/W₀ gives

d/w₀ = (W₀/w₀)(d/W₀) = A d/W₀,

A = W₀/(W₀ − 2t).

The factor A is the amplification of relative roughness. It exceeds 1 for any t > 0 and grows without limit as 2t approaches W₀, where no metal is left.

The argument rests on the liner having a fixed thickness. Suppose instead that the two liners together took up a fixed fraction c of the local width. Then w = (1 − c)W, both the mean and the deviation would shrink by 1 − c, and the relative roughness would stay as it was.

For the trench in question, w₀ = 16 − 2·3 = 10 nm. A deviation of 1 nm is 1/16 = 6.25 % of the trench width but 1/10 = 10 % of the metal width, so A = 16/10 = 1.6.

**Does a conformal liner really preserve the deviation?**

A conformal liner has thickness t measured along the normal to the wall, not straight across the trench. The metal fills those points whose distance from the wall is at least t. Consider the upper half of the trench, with its wall at height F(x) = W(x)/2 above the centre line.

At a neck, F has its minimum F_min. The whole wall lies at or above F_min, so the point at height F_min − t below the neck is at least t away from all of it. Any higher point at the same x is closer than t to the neck itself. The metal edge is thus at F_min − t, and the neck keeps its full deviation.

At a wide spot, a crest, this can fail. Let the wall be F = F₀ + a cos(qx), where F₀ = W₀/2, a is the amplitude of one edge and q = 2π/P for period P. The candidate metal edge below the crest at x = 0 is the point at height F₀ + a − t. Since 1 − cos(qx) ≤ q²x²/2, the wall drops below its crest by at most aq²x²/2. Close to the crest the drop approaches this value, and the squared distance from the candidate point to the wall is then

x² + (t − aq²x²/2)² = t² + x²(1 − aq²t) + a²q⁴x⁴/4.

If aq²t > 1, the middle term is negative. Some wall points are then closer than t, and liner fills the candidate point. If aq²t ≤ 1, the expression is never below t². It is also a lower limit to the true squared distance for |x| < t, because there aq²x²/2 ≤ x²/(2t) < t/2, which keeps the bracket positive. Wall points with |x| ≥ t are at least t away in any case. The crest therefore keeps its full deviation when aq²t ≤ 1, that is, when

P ≥ 2π√(at).

A width amplitude of 1 nm means a = 0.5 nm, and the limit is 2π√(0.5·3) = 7.70 nm. For a period of 5 nm, a numerical search for the highest point that is 3 nm from the wall gives a crest 10.49 nm wide instead of 11 nm. The neck is still 9 nm wide. Very short recesses are thus partly filled, while the necks, which cost the most resistance, survive. From here on the roughness is taken to be much longer than this limit.

**From width to resistance**

Let the metal have resistivity ρ and height h, both constant for now. If the width changes slowly, the current spreads evenly over each cross-section, and a slice of length dx has resistance

dR = ρ dx/(h w).

Two different questions can now be asked about "a 1 nm deviation". One concerns a place, or a whole line, that is 1 nm too narrow. The other concerns a long line whose width fluctuates about the correct mean. In both, the penalty below is the fractional increase over a straight line with the same liner, or over a straight unlined line where there is no liner.

**A neck.** Where the width is w₀ − s, the resistance per length relative to nominal is w₀/(w₀ − s). The penalty is

w₀/(w₀ − s) − 1 = [w₀ − (w₀ − s)]/(w₀ − s) = s/(w₀ − s).

With s = 1 nm this is 1/9 = 11.1 %. Without a liner, the same neck in metal 16 nm wide would cost s/(W₀ − s) = 1/15 = 6.67 %. The ratio of the two penalties is 15/9 = 1.67, a little above A, because 1 nm is not infinitesimal. As s tends to zero the ratio tends to W₀/w₀ = A.

The convention for the deviation matters. If each edge moved inward by 1 nm, the width would fall by 2 nm and the penalty would be 2/8 = 25 %.

**Roughness about a fixed mean.** Slices along the line are in series, so the total resistance is proportional to the average of 1/w, written ⟨1/w⟩. For |d| < w₀ the geometric series gives

1/(w₀ + d) = (1/w₀)(1 − d/w₀ + d²/w₀² − …).

Since ⟨d⟩ = 0, the linear term vanishes: to first order, wide parts repay what narrow parts cost. They do not repay it fully. A spot 1 nm too wide changes the local resistance by 10/11 − 1 = −9.09 %, while a neck changes it by +11.1 %. What remains, to leading order, is

penalty ≈ σ²/w₀², with σ² = ⟨d²⟩.

Without the liner it would be σ²/W₀². The liner therefore multiplies this averaged penalty by (W₀/w₀)² = A² = 2.56.

For a sinusoid d = s cos θ the average can be found in closed form. By symmetry it is enough to average over 0 < θ < π. With u = tan(θ/2) one has dθ = 2du/(1 + u²) and cos θ = (1 − u²)/(1 + u²), so that

⟨1/w⟩ = (1/π)∫₀^π dθ/(w₀ + s cos θ)
= (2/π)∫₀^∞ du/[(w₀ + s) + (w₀ − s)u²].

The last integral has the form ∫₀^∞ du/(α + βu²) = π/(2√(αβ)), with αβ = (w₀ + s)(w₀ − s). Hence ⟨1/w⟩ = 1/√(w₀² − s²), and

penalty = 1/√(1 − s²/w₀²) − 1.

If 1 nm is the amplitude, the penalty is 1/√0.99 − 1 = 0.504 %, against 0.196 % without liner. If 1 nm is the rms deviation, the amplitude is √2 nm and the penalty is 1/√0.98 − 1 = 1.015 %, against 0.393 %. The leading-order estimate for the rms case, 1/10² = 1 %, is close.

At constant resistivity, the same nanometre thus costs 11 % at a neck and about 1 % or less when averaged over a sinusoidal variation about the correct mean width, provided the period is about 100 nm or longer. Shorter periods cost more, as shown below.

**What if the liner conducts?**

The geometry alone does not fix the electrical result. Let the sidewall liner have r times the conductivity of the metal. When the width varies slowly, the potential is nearly uniform across the line, and metal and liners conduct in parallel. Together they act like metal of width

w + 2tr = W₀ − 2t + 2tr + d.

The deviation is now compared with this effective width, and the amplification becomes

A(r) = W₀/(W₀ − 2t + 2tr).

At r = 0 it is 1.6. At r = 0.2 it is 16/11.2 = 1.43. At r = 1 the liner is electrically part of the metal and the amplification is gone. A finite-element solution for the two-dimensional current flow shows the same trend. For a width amplitude of 1 nm and a period of 400 nm, the averaged penalty is 0.403 % at r = 0.2 and 0.197 % at r = 1. So the amplification has two causes together: the liner takes a fixed width, and that width conducts less well than the metal. It is strongest when the liner carries no current at all.

**How slow is slow enough?**

The slice formula can be bracketed. Imagine thin, perfectly conducting sheets set across the line at every x. They force each cross-section to a single potential, which makes the slice formula hold. Added conductors cannot raise a resistance, so the slice formula is a lower bound.

For an upper bound, take a trial flow with total current I. Let y be the distance from the centre line and a prime denote d/dx. The current densities, multiplied by h, are

j_x = I/w, j_y = I y w′/w².

This flow conserves charge, because ∂j_x/∂x = −I w′/w² and ∂j_y/∂y = +I w′/w². At the wall, y = w/2, it has j_y/j_x = w′/2, which is the slope of the wall, so no current crosses it. The true flow produces the least Joule heat of all charge-conserving flows with the same total current. The heat of the trial flow, divided by I², therefore bounds R from above. Using ∫y²dy = w³/12 across the line,

R ≤ (ρ/h)∫dx [1/w + (w′²/w⁴)(w³/12)] = (ρ/h)∫(dx/w)(1 + w′²/12).

Take an amplitude of 1 nm and a period of 100 nm. The largest w′ is 2π/100 = 0.063, and the mean of w′² is half its square, 0.0020. The slope term adds at most 0.0020/12, or 0.016 %.

A second small effect is that a liner on a sloping wall is thicker when measured straight across. Each wall has slope w′/2, so its liner measures t√(1 + w′²/4) ≈ t(1 + w′²/8). The two liners together take an extra tw′²/4, on average 0.0015 nm, or 0.015 % of 10 nm. Adding both to 0.504 % gives 0.535 %. The finite-element solution, with the liner laid along the wall normal, also gives 0.535 %. For roughness this long, the slice formula is good enough. Both corrections grow roughly as 1/P², so it fails at shorter periods. For a 1 nm amplitude the two-dimensional flow gives 0.63 % at 50 nm, 0.84 % at 30 nm and 1.2 % at 20 nm. For 1 nm rms it gives 1.7 % at 30 nm and 2.5 % at 20 nm.

**What a real metal adds**

Take fcc aluminium as the metal in a trench 32 nm deep, with titanium nitride as the liner, also 3 nm thick on the bottom. The metal is then h = 29 nm high. Rough room-temperature values for aluminium are a resistivity of 2.7 μΩ cm and an electron mean free path λ of 19 nm. With the bulk resistivity, the straight line has

ρ/(h w₀) = 2.7·10⁻⁸ Ω m/(29 nm · 10 nm) ≈ 93 Ω/μm,

and a neck has about 103 Ω/μm.

But λ exceeds the metal width, so electrons often hit the sidewalls before they scatter in the bulk. Suppose that each wall hit randomises the direction completely. An electron that could have come at most a distance D from the wall has travelled since its last randomising event, on average,

∫₀^D e^(−ℓ/λ) dℓ = λ(1 − e^(−D/λ)),

instead of λ. Its contribution to the current along x is proportional to this length and to n_x², where n_x is the x component of its direction. In the bulk the average of n_x² is 1/3, so the conductivity relative to bulk is

σ_c/σ_bulk = 3⟨n_x²(1 − e^(−D/λ))⟩.

Let v be the magnitude of the direction component normal to the sidewalls. It is uniformly distributed between 0 and 1, and the average of n_x² at given v is (1 − v²)/2. An electron at distance z from the wall it left has D = z/v, with z uniform between 0 and w. Averaging the exponential over z gives (λv/w)(1 − e^(−w/(λv))). Since (3/2)∫₀¹(1 − v²)dv = 1, the result is

σ_c/σ_bulk = 1 − (3λ/2w)∫₀¹ v(1 − v²)(1 − e^(−w/(λv))) dv.

Numerical integration gives a resistivity 1.873 times the bulk value at w = 10 nm and 1.964 times at 9 nm. The neck is not only narrower but also made of poorer metal:

penalty = (10/9)(1.964/1.873) − 1 = 16.5 %.

The resistance per length rises from about 174 to 203 Ω/μm. Without the liner, the same treatment gives 9.2 % for a neck of 15 nm in a line of 16 nm. The averaged penalty for a 1 nm amplitude rises from 0.504 % to 0.93 %, because the resistance per length, relative to its nominal value, now curves more strongly with width. The slope averages out, and the curvature is what remains. This use of a local resistivity requires the width to change little over a mean free path, so necks and roughness periods must be much longer than λ, and 0.93 % is the long-period limit. Solving the same diffuse-wall transport problem in the wavy channel, without assuming a local resistivity, gives about 0.96 % at a period of 200 nm, 1.02 % at 100 nm and 1.18 % at 60 nm.

**How far to trust the numbers**

The resistivities and the mean free path are rough typical values for aluminium with a titanium nitride liner. A 16 nm trench is very narrow for aluminium wiring. Of the assumptions tested here, constant resistivity matters most: fully diffuse sidewalls move the neck penalty from 11 % to 16.5 %. The other corrections, each for the same neck, are smaller:

- If the top and bottom surfaces also scatter diffusely, an average over a million randomly sampled electron paths gives 16.0 %. The penalty barely moves, but the resistance itself does: about 204 Ω/μm for the line and 236 Ω/μm for the neck, against 174 and 203 Ω/μm with sidewall scattering alone.
- If the line runs 80 K hotter, with a rough temperature coefficient of 0.004 per K, bulk resistivity rises by a factor 1.32. Taking λ to fall by the same factor, the sidewall model gives 15.9 %.
- Take a rough liner resistivity of 200 μΩ cm, and give the metal 1.873 times its bulk resistivity, the diffuse-sidewall value at 10 nm. The liner, including its bottom part, then carries 1.9 % of the current. With the metal resistivity held at that value in the neck too, this lowers the neck penalty from 11.11 % to 10.91 %, so "non-conducting" is a good approximation here.

Scattering at grain boundaries is not computed. It raises the metal resistivity further, and with it the liner's share of the current. Its effect on the neck penalty can go either way: if resistivities simply add, grains whose size follows the local width raise the penalty above 16.5 %, while grains of fixed size pull it back towards 11 %. If the total resistivity, including that part, rises no faster than 1/w as the line narrows, the neck penalty cannot exceed (10/9)² − 1 = 23.5 %. This is a ceiling under that condition, not an estimate.

The penalties for the lined trench are measured against a straight line with the same liner. The liner has a larger cost of its own: at equal height and resistivity, reducing the metal from 16 to 10 nm multiplies the resistance by 1.6 before any roughness is considered. On the same terms, the 9 nm neck has 16/9 = 1.78 times the resistance per length of straight metal 16 nm wide. With diffuse sidewalls both factors are larger, because the resistivity also rises as the metal narrows.
